A five-rung ladder for pseudopotential errors in atomic promotion energies

**Result**

Take an atom with valence configuration s²t² and promote one electron, giving s¹t³. In silicon t is 3p; in titanium t is 3d, and 3s and 3p are assigned to the core. A pseudopotential gives this promotion energy with an error that splits into four parts, found by five calculations:

1. all electrons relaxed;
2. core orbitals frozen;
3. semilocal norm-conserving pseudopotential, with the core density kept in exchange-correlation (XC);
4. the same, with XC of the valence density alone;
5. the same, in separable form.

With ΔE_k the promotion energy on rung k,

ΔE₅ − ΔE₁ = (ΔE₂ − ΔE₁) + (ΔE₃ − ΔE₂) + (ΔE₄ − ΔE₃) + (ΔE₅ − ΔE₄).

The brackets are the frozen-core, pseudization, XC-linearization and separable-form parts. With the pseudization radii given below, they are 0.6, 1.6, −5.8 and −0.2 meV for silicon and 88, 55, −81 and 56 meV for titanium; the last three parts depend on how the potential is built. The sum is an identity. The content lies in what fixes the parts: each starts at second order in the transferred charge, the first is nonnegative, the third is negative in the local density approximation (LDA) with the correlation fit used here, and the last two have computable bounds.

**The ladder by hand**

Let x be the number of electrons moved from s to t. Describe the response of the valence orbitals by one number a and that of the core by one number b, both zero at the reference x = 0. The simplest stable energy is

F = xΔ + ½Jx² + ½Aa² + ½Bb² + Cab − x(fa + gb), with A > 0 and AB > C².

Δ is the level difference, J the cost of moving charge in unrelaxed orbitals, A and B are stiffnesses, C couples core and valence, and f and g are the forces exerted by the promotion. Set x = 1.

*Rung 1.* Minimizing over a gives a = (f − Cb)/A. Inserting it,

F = Δ + ½J − (f − Cb)²/(2A) + ½Bb² − gb
 = Δ + ½J − f²/(2A) − (g − Cf/A)b + ½(B − C²/A)b².

Minimizing over b,

E₁ = Δ + ½J − f²/(2A) − (g − Cf/A)²/[2(B − C²/A)].

*Rung 2.* Freezing the core means b = 0, so E₂ = Δ + ½J − f²/(2A), and

E₂ − E₁ = (g − Cf/A)²/[2(B − C²/A)] ≥ 0.

*Rung 3.* Let the pseudo-orbitals change J to J + j. The part is j/2, of either sign.

*Rung 4.* XC sees the change of density, which is present even in unrelaxed orbitals. Let the transferred charge change the density by ρx and let relaxation offset part of this, so that the net change is y = ρx − a. Linearized XC adds −½κy², with 0 < κ < A. At x = 1, inserting a = ρ − y gives

½Aa² − fa = ½Ay² − φy + constant, φ = Aρ − f.

The added term lowers the stiffness from A to A − κ:

E₄ − E₃ = −φ²/[2(A − κ)] + φ²/(2A) = −κφ²/[2A(A − κ)].

Evaluate the added term at the old minimum y = φ/A and at the new one y = φ/(A − κ):

U = −κφ²/(2A²), L = −κφ²/[2(A − κ)²].

The part lies between L and U, and its square equals LU.

*Rung 5.* The separable form changes nothing in unrelaxed orbitals, so let it add ½σa² with σ > 0. On rung 4 the terms in a are ½A′a² − f′a, with A′ = A − κ and f′ = f − κρ. Hence

E₅ − E₄ = σf′²/[2A′(A′ + σ)],

which again lies between the values of the added term at the two minima and is their geometric mean. The atom has many coordinates instead of two, but most of this structure survives.

**The atomic functional**

Hartree atomic units are used. The atom is spherical, unpolarized in spin and nonrelativistic, and occupations f_i are fixed and may be fractional. Orbitals are u(r)/r times a spherical harmonic, with ∫u²dr = 1. The radial density is q = Σf_i u_i², and n = q/(4πr²). Every rung minimizes

E = Σf_i⟨u_i|h|u_i⟩ + E_H[q] + E_xc[q + q_x],
h = −½d²/dr² + l(l+1)/(2r²) + V_ext,

over orthonormal orbitals. Here E_H = ½∫qV_H dr, and q_x is a fixed density seen by XC alone. The self-consistent solution is assumed to be the minimum for the given occupations. Variation gives

(h + V_H + v_xc)u_i = ε_i u_i.

When an occupation changes, orbital changes do not contribute to first order, because E is stationary. The explicit derivative is ∂E/∂f_i = ⟨u_i|h + V_H + v_xc|u_i⟩ = ε_i, which is Janak's theorem. Along the path s^(2−x)t^(2+x),

dE/dx = ε_t − ε_s, ΔE = ∫₀¹(ε_t − ε_s)dx.

All rungs are built to have the same ε_s and ε_t at x = 0. Taylor's formula with remainder, E(1) − E(0) = E′(0) + ∫₀¹(1−x)E″dx, then gives for two successive rungs

ΔE_k+1 − ΔE_k = ∫₀¹(1−x)[E″_k+1(x) − E″_k(x)]dx.

The first-order term has cancelled. Each part is thus a weighted average along the path of a difference of curvatures with respect to occupation, the analogue at fixed electron number of chemical hardness. The curvature difference varies along the path: the titanium frozen-core part divided by x² is 147 meV at x = 0.1 and 88 meV at x = 1. A small charge transfer x produces errors of order x² if E is smooth in x.

**Rungs 1 and 2: freezing the core**

On rung 1, V_ext = −Z/r, q_x = 0 and all orbitals vary. For rung 2 write q = q_c + q_v, with the core density q_c taken from the reference. Then

E_H[q_c + q_v] = E_H[q_c] + ∫V_H[q_c]q_v dr + E_H[q_v].

The first term is constant. The second makes V_ext = −Z/r + V_H[q_c]. XC acts on the total density, so q_x = q_c. Valence orbitals must stay orthogonal to the frozen core orbitals; this is imposed by diagonalizing in the orthogonal complement of the core.

Rung 2 searches a subset of the orbitals allowed on rung 1, so its minimum cannot be lower. At the reference the two coincide. Hence ΔE₂ − ΔE₁ ≥ 0. Without the orthogonality condition the subset argument fails.

**Rung 3: pseudization**

Let V be the screened all-electron potential of the reference. Inside a radius r_c beyond the last node, replace u by

u = r^(l+1)e^(p(r)), p = c₀ + c₂r² + … + c₁₂r¹².

Since u′/u = (l+1)/r + p′ and u″/u = (u′/u)′ + (u′/u)²,

u″/u = l(l+1)/r² + 2(l+1)p′/r + p″ + p′².

The radial equation then yields the potential that has this orbital at energy ε:

V_l = ε + (l+1)p′/r + ½(p″ + p′²).

There are seven coefficients. Five conditions match u and four derivatives at r_c. With m = l + 1 the required values are

p = ln(u/r^m), p′ = u′/u − m/r,
p″ = 2(V − ε) − 2mp′/r − p′²,
p‴ = 2V′ + 2mp′/r² − 2mp″/r − 2p′p″,
p⁗ = 2V″ − 4mp′/r³ + 4mp″/r² − 2mp‴/r − 2p″² − 2p′p‴.

The sixth condition removes the r² term of V_l at the origin. Inserting p′ = 2c₂r + 4c₄r³ and p″ = 2c₂ + 12c₄r², that term is 4(l+1)c₄ + 6c₄ + 2c₂² = 0, so c₄ = −c₂²/(2l+5). The seventh is equal norm inside r_c. For a trial c₂ the other five coefficients follow from linear equations; a one-dimensional root search in c₂ then fixes the norm. The norm condition had two roots in each channel treated here (for titanium 3d, c₂r_c² = −5.6 and 35.5), and the smaller one is taken throughout. The choice matters: with the larger 3d root the last three titanium parts become 30, −93 and 29 meV. This is the Troullier-Martins construction.

The norm matters for the following reason. Let W contain the potential and the centrifugal term, and let a dot denote d/dε:

−½u″ + Wu = εu, −½u̇″ + Wu̇ = εu̇ + u.

Multiply the second equation by u, the first by u̇, and subtract: −½(uu̇″ − u̇u″) = u². Integration from 0, where u and u̇ vanish, to r_c gives uu̇′ − u̇u′ = −2∫u²dr. Dividing by u(r_c)²,

d(u′/u)/dε = −2∫₀^(r_c)u²dr / u(r_c)².

Equal norms therefore give equal scattering to first order in energy. This holds for the fixed reference potential. Promotion also changes the potential, and inside r_c the pseudo-density responds differently from the true one, so a pseudization part remains, with no fixed sign.

To obtain an ionic potential, subtract the screening of the reference pseudo-density n₀:

V₃,l = V_l − V_H[n₀] − v_xc[n_c + n₀], q_x = q_c.

**Rung 4: linearized XC**

Now unscreen with the valence density alone:

V₄,l = V_l − V_H[n₀] − v_xc[n₀], q_x = 0.

The functionals of rungs 3 and 4 differ by

D[n] = ∫n(v_xc[n_c+n₀] − v_xc[n₀])d³r + E_xc[n] − E_xc[n_c+n].

Let n₃ and n₄ be the promoted-state densities. Using each rung's minimizer as a trial state for the other gives E₃ + D[n₄] ≤ E₄ ≤ E₃ + D[n₃]. At the reference E₄ − E₃ = D[n₀]. Subtracting,

D[n₄] − D[n₀] ≤ ΔE₄ − ΔE₃ ≤ D[n₃] − D[n₀].

For the sign, write E_xc = ∫g(n)d³r, so v_xc = g′, and set δ = n − n₀. Collecting terms,

D[n] − D[n₀] = ∫{[g(n₀+δ) − g(n₀) − g′(n₀)δ] − [g(n_c+n₀+δ) − g(n_c+n₀) − g′(n_c+n₀)δ]}d³r.

Each square bracket is a second-order Taylor remainder, hence

D[n] − D[n₀] = ∫d³r δ²∫₀¹(1−t)[g″(n₀+tδ) − g″(n_c+n₀+tδ)]dt.

For exchange, g = −Cₓn^(4/3) with Cₓ > 0, and g″ = −(4/9)Cₓn^(−2/3) increases with density. With Perdew-Wang correlation included, g″ also increased from point to point on 400 densities between 10⁻⁸ and 10³ bohr⁻³. This depends on the fit: in the Perdew-Zunger form g″ steps down by about 0.003 at n = 0.24 bohr⁻³, so the pointwise argument does not hold strictly for it. Densities near the nuclei are higher and those in the tails lower, but the trend continues there: at high density exchange dominates g″, and at low density the correlation part of g also approaches a negative constant times n^(4/3). The integrand is then negative wherever n_c > 0 and δ ≠ 0, and linearization lowers the promoted state.

Two limits show what controls the size. If n_c vanishes wherever δ is nonzero, the part is zero. If n_c is very large there, g″(n_c+…) tends to zero and, for small δ, D[n] − D[n₀] tends to ½∫g″(n₀)δ²d³r. The part needs valence charge to change where core density is present.

**Rung 5: separable form**

Take the s potential as local and set δV = V_t − V_s. In the t channel replace δV by a projector built on the reference pseudo-orbital u₀. The operator change is

S = δV|u₀⟩⟨u₀|δV / ⟨u₀|δV|u₀⟩ − δV.

Acting on u₀ it gives δV u₀ − δV u₀ = 0, so the reference is unchanged. The trial-state argument used for D gives

f_t⟨u₅|S|u₅⟩ ≤ ΔE₅ − ΔE₄ ≤ f_t⟨u₄|S|u₄⟩,

with u₄ and u₅ the promoted t orbitals and f_t = 3. If δV ≤ 0 everywhere, the Cauchy-Schwarz inequality with weight −δV reads

⟨u|δV|u₀⟩² ≤ ⟨u|−δV|u⟩⟨u₀|−δV|u₀⟩.

Dividing by the last factor and reversing signs gives ⟨u|S|u⟩ ≥ 0, so the part is nonnegative. If δV changes sign, no sign follows. The form fails when ⟨u₀|δV|u₀⟩ is close to zero, or when a ghost state lies below the reference level. In both atoms the lowest separable level in each channel was the reference level, so no such ghost was present.

**The algorithm**

1. Solve the all-electron reference. Store V, the core orbitals, q_c and the valence levels.
2. Construct V_s and V_t, and solve for the pseudo-orbitals and n₀.
3. Form the operators of rungs 2 to 5. Require the reference levels to be the same on every rung.
4. On each rung, solve s²t² and s¹t³ self-consistently and subtract the energies.
5. Form the four differences and evaluate the two pairs of bounds.
6. Integrate ε_t − ε_s over x and compare with the energy difference.

The radial axis was cut into 8 elements ending at 25 bohr, with element edges at the pseudization radii and polynomials of order 14. With node weights w_i and K_ij = ∫L_i′L_j′dr for the interpolating polynomials L_i, the kinetic matrix is K_ij/(2√(w_i w_j)), and potentials are diagonal. Three-point Gauss integration in step 6 agreed with the energy differences to 0.005 meV or better on every rung of both atoms.

**Silicon**

Both radii are 1.9 bohr. The promotion energies on the five rungs are 6.75033, 6.75090, 6.75247, 6.74669 and 6.74650 eV. Subtracting neighbours,

frozen core: 6.75090 − 6.75033 = 0.00057 eV,
pseudization: 6.75247 − 6.75090 = 0.00157 eV,
linearization: 6.74669 − 6.75247 = −0.00578 eV,
separable form: 6.74650 − 6.74669 = −0.00019 eV.

The total is −3.8 meV, or 0.06 % of the all-electron value. Linearization is the largest part, inside its bounds of −6.1 and −5.5 meV. Here δV ranges from −2.477 to 0.182 Ha, so the negative separable part contradicts nothing.

**Titanium**

The radii are 2.6 bohr for 4s and 1.7 bohr for 3d. The five energies are 0.893, 0.981, 1.036, 0.955 and 1.011 eV, and the parts add up as

88 + 55 − 81 + 56 = 118 meV,

13 % of the all-electron value. The parts partly cancel: their magnitudes, taken before rounding, sum to 281 meV.

The linearization part is fourteen times that of silicon. Core and pseudo-valence densities cross at 1.96 bohr, outside the 3d radius; in silicon they cross at 1.21 bohr, well inside the 3p radius. In titanium 95 % of the upper bound D[n₃] − D[n₀] arises within the 3d radius; in silicon practically all of it arises within the 3p radius. The formula contains both the size of the density change and the core density where it occurs, and these figures do not separate the two. The large frozen-core part may come from the response of 3s and 3p to an added 3d electron, but the ladder does not resolve it by shell; moving those shells into the valence would test it.

The bounds can be read with the hand model. For linearization, √(90.0 × 73.3) = 81.2 meV, the computed magnitude. The ratio √(90.0/73.3) = 1.11 = A/(A − κ) is, in the model, the factor by which the net density change y grows from rung 3 to rung 4. For the separable form the bounds are 35 and 94 meV, with geometric mean 57 meV against the computed 56 meV. The square root of their ratio, √(94.19/34.83) = 1.64, is the factor by which the 3d orbital change, measured by √⟨u|S|u⟩, shrinks from rung 4 to rung 5. This measure counts only the changes that S penalizes, not the orbital change as a whole. Evaluating S in the promoted rung-4 orbital, without letting that orbital relax on rung 5, therefore overestimates this part considerably: it gives 94 meV instead of 56.

**A different order**

Suppose the separable form is introduced while the full core density is still kept in XC. The titanium separable part becomes 68 meV instead of 56, and the total before linearization is 88 + 55 + 68 = 212 meV within rounding. Linearization taken last contributes 118 − 212 = −94 meV instead of −81. These two parts thus carry an ambiguity of about 12 meV from the order in which their steps are taken. The hand model shows how the separable part can be larger with the full core. There the relaxation is a = f/A and the part is ½σa²A/(A + σ). After linearization A becomes A′ < A, and the relaxation becomes f′/A′ = f/A − κφ/(AA′). If φ and f′ are positive, both a² and A/(A + σ) are larger with the full core, and so is the part.

Removing the linearization error raises the total error from 118 to 212 meV, because a cancellation is lost. In silicon it reduces the magnitude from 3.8 to 1.9 meV. A small total error for one excitation is therefore weak evidence of transferability.

**Hardness of the potential**

A potential is also called hard when it needs many plane waves. With

u(k) = √(2/π)∫u(r) kr j_l(kr)dr, T = ½∫k²u(k)²dk,

define the cutoff k²/2 as the energy above which 1 mHa of the 3d pseudo-orbital's kinetic energy remains. With the 4s radius held at 2.6 bohr:

3d radius 1.4 bohr: cutoff 45.7 Ha, pseudization 59 meV, separable form 66 meV;
3d radius 1.7 bohr: cutoff 34.3 Ha, pseudization 55 meV, separable form 56 meV;
3d radius 2.1 bohr: cutoff 25.0 Ha, pseudization 42 meV, separable form 36 meV.

A smaller 3d radius makes the potential harder, yet in this scan it does not reduce either part. The scan does not identify the reason. It also holds the 4s radius fixed, and that radius affects pseudization more strongly: with the 3d radius at 1.7 bohr, reducing the 4s radius from 2.6 to 2.1 bohr lowers the pseudization part from 55 to 23 meV and the separable part from 56 to 50 meV. Of the three potentials the softest has the smallest pseudization and separable-form parts, but this is one atomic excitation and says nothing about short bonds, where neighbouring atoms probe the region inside r_c.

**The real atoms**

The ladder measures errors relative to the unpolarized, nonrelativistic LDA atom. Full spin alignment, estimated at fixed all-electron orbitals, shifts the promotion energy by −2.41 eV in silicon and −1.19 eV in titanium. First-order mass-velocity and nuclear Darwin terms add 0.06 and 0.16 eV. Together these give about 4.4 eV for silicon and −0.1 eV for titanium. The measured separations of the corresponding high-spin levels are roughly 4 eV and 0.8 eV. Titanium even has the wrong sign at this level, which leaves out orbital relaxation under spin polarization, nonspherical multiplet effects, spin-orbit coupling and the error of the LDA. The remaining discrepancy with experiment, to which these omissions contribute together, is far larger than the pseudopotential error in both atoms, but a pseudopotential is meant to reproduce its parent functional, and for that purpose the four parts are the relevant measure. A spin-polarized ladder would have its own linearization part, which was not computed. The values for the two main ladders and the 3d scan are listed in the numerical output.

Numbers as computed

```
element order 14, elements 8, box radius 25 bohr
Si radii: 3s 1.9, 3p 1.9 bohr
Si reference levels: 3s -0.39812, 3p -0.15331 Ha
Si promotion energy, all-electron: 6.75033 eV
Si promotion energy, frozen core: 6.75090 eV
Si promotion energy, semilocal, full-core XC: 6.75247 eV
Si promotion energy, semilocal, valence XC: 6.74669 eV
Si promotion energy, separable: 6.74650 eV
Si frozen-core part: 0.57 meV
Si pseudization part: 1.57 meV
Si XC-linearization part: -5.77 meV
Si separable-form part: -0.19 meV
Si total error: -3.82 meV
Si linearization bracket: -6.08 to -5.49 meV
Si separable bracket: -0.21 to -0.17 meV
Si separable part with full-core XC: -0.29 meV
Si total error, separable with full-core XC: 1.85 meV
Si core and valence densities cross at 1.21 bohr
Si linearization share inside 3p radius: 100 %
Si V(3p)-V(3s): min -2.477, max 0.182 Ha
Si largest eigenvalue-integral deviation: 0.0000 meV
Si neglected spin polarization: -2.413 eV
Si neglected scalar relativity: 0.055 eV
Ti radii: 4s 2.6, 3d 1.7 bohr
Ti reference levels: 4s -0.16716, 3d -0.16991 Ha
Ti promotion energy, all-electron: 0.89267 eV
Ti promotion energy, frozen core: 0.98105 eV
Ti promotion energy, semilocal, full-core XC: 1.03638 eV
Ti promotion energy, semilocal, valence XC: 0.95514 eV
Ti promotion energy, separable: 1.01090 eV
Ti frozen-core part: 88.38 meV
Ti pseudization part: 55.33 meV
Ti XC-linearization part: -81.25 meV
Ti separable-form part: 55.77 meV
Ti total error: 118.23 meV
Ti linearization bracket: -90.03 to -73.33 meV
Ti separable bracket: 34.83 to 94.19 meV
Ti separable part with full-core XC: 68.09 meV
Ti total error, separable with full-core XC: 211.81 meV
Ti core and valence densities cross at 1.96 bohr
Ti linearization share inside 3d radius: 95 %
Ti V(3d)-V(4s): min -14.812, max 0.000 Ha
Ti largest eigenvalue-integral deviation: 0.0045 meV
Ti neglected spin polarization: -1.189 eV
Ti neglected scalar relativity: 0.156 eV
Ti 3d radius 1.4 bohr: pseudization 58.97 meV, separable 66.45 meV, cutoff 45.7 Ha
Ti 3d radius 1.7 bohr: pseudization 55.33 meV, separable 55.77 meV, cutoff 34.3 Ha
Ti 3d radius 2.1 bohr: pseudization 42.06 meV, separable 36.45 meV, cutoff 25.0 Ha
```
